# Cavity coupling, the potential of mean force and classical transition state theory

A model molecule with a vibration at 1388 cm⁻¹ is coupled to a cavity mode of the same frequency. The vibration is replaced by two mixed modes at 1227 and 1570 cm⁻¹. Yet the classical transition state theory (TST) rate through a dividing surface fixed at the nuclear barrier position is, at 300 K, $1.0945\times10^{9}$ s⁻¹ both with and without the cavity. If one term of the Hamiltonian, the dipole self-energy, is deleted, the rate falls to 0.71 of that value. Why does a coupling strong enough to rearrange the spectrum leave the rate alone, and why does this depend on the self-energy?

## The model

Atomic units are used, so $\hbar=1$. In the cavity Born-Oppenheimer picture the nuclei and the cavity field are slow, and the electrons supply a potential for both. Let $R$ denote all nuclear coordinates $R_i$, with masses $M_i$ and momenta $P_i$. Cavity mode $j$ has frequency $\omega_j$, coordinate $q_j$ and momentum $p_j$, scaled so that its mass is one. The classical Hamiltonian is

$$H=\sum_i\frac{P_i^2}{2M_i}+\sum_j\frac{p_j^2}{2}+U(R,q),$$

$$U(R,q)=V(R)+\frac12\sum_j z_j^2,\qquad z_j=\omega_jq_j-\lambda_j\mu(R).$$

Here $V$ is the electronic ground-state energy without the cavity, and $\mu$ is the total ground-state dipole along the polarization, taken to be common to all modes. The coupling is $\lambda_j$, with $\lambda_j^2=4\pi/\mathcal V_j$ for an effective mode volume $\mathcal V_j$. Treating the dipole as a given function of $R$ neglects both the quantum fluctuation of the electronic dipole and the response of the electrons to the cavity; the cost is worked out below.

Expanding the square shows what it contains:

$$\frac12z_j^2=\frac12\omega_j^2q_j^2-\omega_jq_j\lambda_j\mu+\frac12\lambda_j^2\mu^2 .$$

The terms are the energy of the free mode, the bilinear coupling, and the self-energy.

The example has one nuclear coordinate $x$ of mass $m=2000$ and one mode. Its round parameters are

$$V=E_b\left[(x/a)^2-1\right]^2,\qquad \mu=0.5+x-0.2x^2,$$

with $E_b=0.01$ hartree (26.255 kJ/mol), $a=1$ bohr and $\lambda=0.05$. The reactant well is at $x=-a$ and the barrier top at $x=0$. This $\lambda$ corresponds to a volume of 0.745 nm³. It is deliberately enormous for one molecule: the wavelength at 1388 cm⁻¹ is about 7 micrometres.

The mixed modes follow from the second derivatives of $U$. A stationary point requires $\partial U/\partial q=\omega_cz=0$, and then $\partial U/\partial x=V'-\lambda\mu'z=V'=0$. Stationary points therefore keep their nuclear positions and, since $z=0$, their energies. Differentiating again at $z=0$ and dividing by $\sqrt m$ for each $x$ derivative gives

$$K=\begin{pmatrix}V''/m+g^2&-\omega_cg\\-\omega_cg&\omega_c^2\end{pmatrix},\qquad g=\frac{\lambda\mu'}{\sqrt m}.$$

Its determinant is $\omega_c^2V''/m+\omega_c^2g^2-\omega_c^2g^2=\omega_c^2V''/m$, with no trace of the coupling.

At the reactant $V''/m=\omega_0^2$. With $\omega_c=\omega_0$, the mixed frequencies $\omega_\pm$ obey $\omega_+\omega_-=\omega_0^2$ (determinant) and $\omega_+^2+\omega_-^2=2\omega_0^2+g^2$ (trace). Subtracting twice the first from the second gives $(\omega_+-\omega_-)^2=g^2$. At $x=0$, where $\mu'=1$, $g$ is 245.38 cm⁻¹; at $x=-a$, $\mu'=1.4$, so the splitting is $1.4\times245.38=343.5$ cm⁻¹, as found.

## First derivation: integrate over the cavity coordinate

Let $\beta=1/k_BT$. The potential of mean force (PMF) of the nuclei is defined by

$$e^{-\beta W(R)}=\int dq\,e^{-\beta U(R,q)} .$$

At fixed $R$, $V(R)$ is a constant factor and the rest is a product over modes. In each factor take $z_j$ as the new variable. The dipole is constant during this integration, so $dq_j=dz_j/\omega_j$, and the limits remain $\pm\infty$:

$$\int_{-\infty}^{\infty}dq_j\,e^{-\beta z_j^2/2}
=\frac1{\omega_j}\int_{-\infty}^{\infty}dz_j\,e^{-\beta z_j^2/2}
=\frac{\sqrt{2\pi k_BT}}{\omega_j}.$$

The dipole has disappeared. Taking $-k_BT$ times the logarithm,

$$W(R)=V(R)-\frac{k_BT}{2}\sum_j\ln\frac{2\pi k_BT}{\omega_j^2}.$$

The dipole moves the centre of the cavity distribution to $q_j=\lambda_j\mu/\omega_j$, but changes neither its width nor its minimum energy. The cavity thus has the same free energy at every nuclear geometry. In the example the constant is $-2.378\times10^{-3}$ hartree, and it cancels from all differences. The result holds for any number of molecules, since $R$ may contain them all.

For the rate, let $s(R)=s^\ddagger$ be a dividing surface in the nuclear coordinates alone, with reactants at $s<s^\ddagger$. TST counts every forward crossing as reactive:

$$k_{\rm TST}=\frac{\langle\delta(s-s^\ddagger)\,\dot s\,\theta(\dot s)\rangle}{\langle\theta(s^\ddagger-s)\rangle},
\qquad \dot s=\sum_i\frac{\partial s}{\partial R_i}\frac{P_i}{M_i}.$$

The brackets are equilibrium averages and $\theta$ is the unit step. Neither average contains a cavity variable except in the Boltzmann weight. Integrating that weight over $q_j$ gives $\sqrt{2\pi k_BT}/\omega_j$, and over $p_j$ gives $\sqrt{2\pi k_BT}$. Numerator and denominator both acquire the factor $\prod_j2\pi k_BT/\omega_j$, which cancels. What remains is the cavity-free expression.

In one dimension, with $s=x$, the momentum average is

$$\frac{\int_0^\infty dP\,(P/m)e^{-\beta P^2/2m}}{\int_{-\infty}^\infty dP\,e^{-\beta P^2/2m}}
=\frac{k_BT}{\sqrt{2\pi mk_BT}}=\sqrt{\frac{k_BT}{2\pi m}},$$

and therefore

$$k_{\rm TST}=\sqrt{\frac{k_BT}{2\pi m}}\,
\frac{e^{-\beta V(x^\ddagger)}}{\int_{-\infty}^{x^\ddagger}dx\,e^{-\beta V(x)}} .$$

To see the size of the number, replace the reactant well by a parabola. The integral becomes $\sqrt{2\pi k_BT/m}/\omega_0$, and the rate becomes $(\omega_0/2\pi)e^{-\beta E_b}$. A wavenumber of 1388.08 cm⁻¹ is $4.161\times10^{13}$ oscillations per second, and $E_b/k_BT=10.526$, so

$$4.161\times10^{13}\,{\rm s^{-1}}\times e^{-10.526}\approx1.117\times10^9\,{\rm s^{-1}} .$$

The integral over the true well gives $1.0945\times10^9$ s⁻¹, 2% below this harmonic value. The numerical check evaluates the rate on a fixed grid of $q$, without shifting it, and finds the cavity-free value.

### What happens without the self-energy

Deleting $\frac12\lambda_j^2\mu^2$ from $U$ subtracts a function of $R$ alone, which passes straight through the $q$ integral:

$$W_{\rm dropped}(R)=W(R)-\frac12\sum_j\lambda_j^2\mu(R)^2 .$$

The bilinear coupling by itself therefore lowers the free energy where the dipole is large, and the self-energy compensates that lowering. In the example $\mu(-a)=-0.7$ and $\mu(0)=0.5$, so the spurious change of $W(0)-W(-a)$, taken at the original stationary positions, is

$$-\frac{0.05^2}{2}\left(0.5^2-0.7^2\right)=3.0\times10^{-4}\ \text{hartree}=0.79\ \text{kJ/mol}.$$

This PMF difference accordingly rises from 26.26 to 27.04 kJ/mol. The extra term has slope $-\lambda^2\mu\mu'\neq0$ at both points, so the minimum and the maximum of $W_{\rm dropped}$ move: the minimum lies below its value at $-a$, the maximum lies above its value at $0$, and the barrier between them, from $x=-1.031$ to $x=-0.030$, rises by 0.94 kJ/mol rather than 0.79. The two wells, equal in $V$, also become unequal: with $\mu(a)=1.3$, the PMF at $x=a$ lies 3.94 kJ/mol below that at $x=-a$.

With $k_BT=9.500\times10^{-4}$ hartree, the change of $W(0)-W(-a)$ alone gives a rate factor $e^{-0.300/0.950}=0.729$. The full ratio, with the surface kept at $x=0$, is 0.709 (a surface moved to the new maximum would give 0.695). The remaining factor, 0.972, comes from the denominator of the rate, because the extra term varies across the reactant well and so shifts and reshapes it.

For two molecules with $\mu=\mu_1+\mu_2$, the deleted square contains $\sum_j\lambda_j^2\mu_1\mu_2$. Its loss leaves a spurious interaction $-\sum_j\lambda_j^2\mu_1\mu_2$ in the PMF. With the square intact, the PMF of two otherwise independent molecules remains the sum of their potentials.

## Second derivation: balance the mean force

The same conclusion can be reached without evaluating an integral over $q$. Let $\langle\cdots\rangle_R$ denote the thermal average over $q$ at fixed $R$. Differentiating the definition of $W$ gives

$$\frac{\partial W}{\partial R_i}
=\frac{\int dq\,(\partial U/\partial R_i)e^{-\beta U}}{\int dq\,e^{-\beta U}}
=\left\langle\frac{\partial U}{\partial R_i}\right\rangle_R .$$

Since $\partial z_j/\partial R_i=-\lambda_j\,\partial\mu/\partial R_i$,

$$\frac{\partial W}{\partial R_i}=\frac{\partial V}{\partial R_i}
-\frac{\partial\mu}{\partial R_i}\sum_j\lambda_j\langle z_j\rangle_R .$$

The cavity can thus exert a mean force on the nuclei only through $\langle z_j\rangle_R$. To find this average, integrate a total derivative. The Boltzmann factor vanishes at $q_j\to\pm\infty$, so

$$0=\int dq\,\frac{\partial}{\partial q_j}e^{-\beta U}
=-\beta\omega_j\int dq\,z_j\,e^{-\beta U},$$

and hence $\langle z_j\rangle_R=0$. In words, the mean force on the cavity coordinate is zero in equilibrium, and the force it exerts on the nuclei is proportional to that same quantity. Therefore

$$\frac{\partial W}{\partial R_i}=\frac{\partial V}{\partial R_i}.$$

The role of the self-energy can be read off again. Without it, the cavity part of $\partial U/\partial R_i$ is $-\sum_j\lambda_j\omega_jq_j\,\partial\mu/\partial R_i$. The condition of zero mean force on $q_j$ is unchanged, because the self-energy does not contain $q_j$; it reads $\omega_j\langle q_j\rangle_R=\lambda_j\mu$. The mean-force equation then acquires $-\sum_j\lambda_j^2\mu\,\partial\mu/\partial R_i$, the gradient of $-\frac12\sum_j\lambda_j^2\mu^2$, as before.

The rate follows from the probability density $\rho(R)\propto e^{-\beta W}$. It obeys $\partial\ln\rho/\partial R_i=-\beta\,\partial V/\partial R_i$. Integrating along a path from the reactant to any other geometry gives

$$\frac{\rho(R)}{\rho(R_0)}=e^{-\beta[V(R)-V(R_0)]} .$$

At a given $R$ the velocity $\dot s$ is a sum of independent Gaussian variables. Its mean is zero and its variance is $\sigma^2=k_BT\sum_i(\partial s/\partial R_i)^2/M_i$. The average of its positive part is

$$\int_0^\infty d\dot s\,\frac{\dot s\,e^{-\dot s^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}=\frac{\sigma}{\sqrt{2\pi}} .$$

The rate is then

$$k_{\rm TST}=\frac{\int dR\,\rho(R)\,\delta(s-s^\ddagger)\,\sigma(R)/\sqrt{2\pi}}{\int dR\,\rho(R)\,\theta(s^\ddagger-s)} .$$

The normalization of $\rho$ cancels, and its ratios are those without the cavity. In one dimension $\sigma=\sqrt{k_BT/m}$, which returns the earlier formula.

This route also shows what does not vanish. Integrating the derivative of $z_je^{-\beta U}$ gives $0=\omega_j-\beta\omega_j\langle z_j^2\rangle_R$, so $\langle z_j^2\rangle_R=k_BT$. The cavity force has zero mean but it fluctuates, and these fluctuations can affect the dynamics.

## What each derivation assumes

The first derivation needs a shift of the integration variable over an unbounded range. It needs no derivative of $V$ or $\mu$, and it compares any two geometries directly. The Gaussian form of the integrand supplies the value of the constant, but not the cancellation: for one mode, any function $\Phi(z)$ with a convergent integral of $e^{-\beta\Phi}$ would also give a result independent of $R$.

The second derivation needs differentiable $V$ and $\mu$, a Boltzmann factor that vanishes at large $|q_j|$, and a path connecting the geometries compared. It leaves the additive constant undetermined. In return it identifies the mechanism, a zero mean force with a nonzero variance.

Both share four further assumptions: the full square in $U$, a dividing surface free of $q$, a dipole with neither electronic fluctuation nor electronic response to the cavity, and classical statistics. The first was examined above; the other three are taken in turn.

### A dividing surface that contains the cavity coordinate

Expand $U$ to second order at the reactant and at the saddle. At the saddle $V''/m=-\omega_b^2$, with $\omega_b=981.5$ cm⁻¹ in the example. The matrix $K$ there has one negative eigenvalue $-\Lambda^2$ and one positive eigenvalue $\omega_s^2$. Let $u$ be the mass-weighted coordinate along the unstable mode, and take $u=0$ as the dividing surface. This surface is tilted into $q$.

The mean positive velocity is $\sqrt{k_BT/2\pi}$, the integral over the stable mode at the saddle is $\sqrt{2\pi k_BT}/\omega_s$, and the reactant integral is $2\pi k_BT/(\omega_+\omega_-)$. Together,

$$k_{\rm tilted}=\frac{\omega_+\omega_-}{2\pi\omega_s}e^{-\beta E_b}.$$

The determinants give $\omega_+\omega_-=\omega_0\omega_c$ and $\Lambda\omega_s=\omega_b\omega_c$. Substitution yields

$$k_{\rm tilted}=\frac{\Lambda}{\omega_b}\,\frac{\omega_0}{2\pi}e^{-\beta E_b}.$$

To find $\Lambda$, set $\det(K+\Lambda^2)=0$, which reads $(-\omega_b^2+g^2+\Lambda^2)(\omega_c^2+\Lambda^2)=\omega_c^2g^2$. Dividing by the second bracket and collecting the terms in $g^2$,

$$\Lambda^2=\omega_b^2-\frac{g^2\Lambda^2}{\omega_c^2+\Lambda^2}.$$

Hence $\Lambda<\omega_b$ whenever $g\neq0$: this version of TST does predict a cavity effect, although the PMF is unchanged.

The difference is recrossing. For the quadratic saddle $\ddot u=\Lambda^2u$, so a trajectory leaving $u=0$ with positive velocity has $u=(\dot u_0/\Lambda)\sinh\Lambda t$. It came from the reactant side and never returns. The tilted surface therefore counts the reactive flux correctly within this model, provided the reactants stay in thermal equilibrium. The surface $x=0$ overcounts, because the fluctuating cavity force turns some trajectories back. For the quadratic saddle, the ratio $\Lambda/\omega_b$ is the transmission coefficient of the surface $x=0$. It covers only the passage over the barrier. On the full double well of the example, which has no bath to remove energy, trajectories started at $x=0$ give a coefficient that stays between 0.988 and 0.990 from roughly 500 to 1000 atomic time units (12 to 24 fs), but then many bounce off the far side of a well and cross again. The value therefore describes the first passage over the barrier, not a long-time rate. An environment that drains the energy would suppress these late returns, but its friction and random forces would also cause recrossing near the barrier, so the full transmission coefficient need not equal $\Lambda/\omega_b$.

In the example $\Lambda=971.4$ cm⁻¹, so the coefficient is $971.4/981.5=0.990$. Sampled trajectories on the quadratic saddle give $0.9896\pm0.0001$. The harmonic rate falls from $1.117\times10^9$ to $1.105\times10^9$ s⁻¹, by about 1%.

The dependence on cavity frequency follows from writing the condition as

$$\Lambda^2\left(1+\frac{g^2}{\omega_c^2+\Lambda^2}\right)=\omega_b^2 .$$

The left side increases with $\Lambda^2$, since its derivative is $1+g^2\omega_c^2/(\omega_c^2+\Lambda^2)^2$, and it decreases with $\omega_c$. At fixed $\lambda$, $\Lambda$ must therefore rise steadily with $\omega_c$. The computed coefficient is 0.972, 0.990 and 0.999 at $\omega_c/\omega_0=0.25$, 1 and 4. The reactant frequency does not enter the equation for $\Lambda$, so this factor has no resonance at $\omega_c=\omega_0$.

### Electrons that respond to the cavity

Now let the dipole be an electronic operator $\hat\mu$ and consider one mode. Write $\hat\mu=\mu+\delta\hat\mu$, where $\mu$ is the ground-state mean, so that $\delta\hat\mu$ has zero ground-state expectation value. With $z=\omega_cq-\lambda\mu$ as before, the electronic Hamiltonian at fixed $R$ and $q$ is

$$\hat H_e+\frac12(z-\lambda\delta\hat\mu)^2
=\hat H_e+\frac12z^2-\lambda z\,\delta\hat\mu+\frac12\lambda^2\delta\hat\mu^2 .$$

To order $\lambda^2$, the last term contributes its mean, $\frac12\lambda^2\,{\rm Var}\,\mu$. The linear term contributes in second order. For excitation energies $\Delta_n$ and transition dipoles $\mu_{0n}$ it gives

$$-\lambda^2z^2\sum_n\frac{|\mu_{0n}|^2}{\Delta_n}=-\frac12\alpha\lambda^2z^2,
\qquad \alpha=2\sum_n\frac{|\mu_{0n}|^2}{\Delta_n},$$

where $\alpha$ is the static polarizability. A small addition to the energy changes the PMF, to first order, by its thermal average. Since $\langle z^2\rangle_R=k_BT$,

$$\Delta W=\frac{\lambda^2}{2}\left({\rm Var}\,\mu-\alpha k_BT\right)+O(\lambda^4).$$

The classical square $\mu^2$ cancels as before, but the variance and the polarizability remain, and both may depend on $R$. Only the polarizability term is a response of the electrons; the variance term is an average over the unperturbed ground state and is present even if that state is frozen. Two separate three-level models illustrate this. At the reactant the excitation energies are 0.30 and 0.45 hartree with transition dipoles 0.8 and 0.3; at the barrier they are 0.15 and 0.40 hartree with transition dipoles 1.2 and 0.3. In such a model ${\rm Var}\,\mu=\sum_n|\mu_{0n}|^2$. The variance is 0.730 at the reactant and 1.530 at the barrier; the polarizabilities are 4.667 and 19.650. The barrier change is

$$\frac{0.05^2}{2}\left[0.800-14.983\times9.500\times10^{-4}\right]
=9.82\times10^{-4}\ \text{hartree}=2.58\ \text{kJ/mol}.$$

Diagonalizing the models at each $q$ also needs the remaining dipole matrix elements. Take ground-state dipoles $-0.7$ and $0.5$, excited-state dipoles $0.4$ and $0.2$ at the reactant and $-0.4$ and $0.1$ at the barrier, and $0.5$ between the two excited states in both models. The result is 2.57 kJ/mol. These elements enter only at order $\lambda^4$, but at this large $\lambda$ excited-state dipoles that differ from the ground-state one by several atomic units lower the value to 2.2 to 2.3 kJ/mol. Almost all of this is the variance term, $1.00\times10^{-3}$ hartree; the polarizability term contributes only $-1.8\times10^{-5}$ hartree. The size reflects the chosen level parameters and the very large $\lambda$, but the PMF is no longer $V$ plus a constant.

### Quantum statistics

For the example $\hbar\omega_c/k_BT=6.66$. A classical oscillator has mean energy $k_BT$, whereas the zero-point energy of this mode alone is $3.3\,k_BT$. Classical statistics are thus not justified at room temperature for this mode, nor for the nuclear vibration of the same frequency. For nuclei held fixed, the cancellation would survive a quantum cavity mode, because shifting the centre of a harmonic oscillator leaves its energy levels unchanged. For quantum nuclei moving together with the mode, the derivations given here do not apply. The unchanged rate is a statement about classical TST with a nuclear dividing surface; it does not show that the true rate is unchanged, and it neither explains nor excludes a measured effect.

## Numbers as computed

```
mass: 2000 electron masses
barrier E_b: 0.0100 hartree = 26.255 kJ/mol
well position a: 1.0 bohr
coupling lambda: 0.050 a.u.
effective volume: 0.745 nm^3
temperature: 300 K; kT: 9.500435e-04 hartree
E_b/kT: 10.5258
reactant frequency = omega_c: 1388.08 cm^-1
barrier frequency omega_b: 981.52 cm^-1
hbar omega_c/kT: 6.657
dipole at x=-1.0 bohr: -0.700 a.u.
dipole at x=+0.0 bohr: +0.500 a.u.
dipole at x=+1.0 bohr: +1.300 a.u.
lower polariton at reactant: 1226.90 cm^-1
upper polariton at reactant: 1570.43 cm^-1
polariton splitting: 343.53 cm^-1
PMF constant: -2.377724e-03 hartree (q in a.u.)
largest PMF deviation from V+constant: 5.6e-17 hartree
self-energy kept: W(0)-W(-a) = 26.2550 kJ/mol
self-energy kept: W(a)-W(-a) = 0.0000 kJ/mol
self-energy dropped: W(0)-W(-a) = 27.0426 kJ/mol
self-energy dropped: W(a)-W(-a) = -3.9382 kJ/mol
TST rate, no cavity: 1.094533e+09 s^-1
TST rate, self-energy kept: 1.094533e+09 s^-1
TST rate, self-energy dropped: 7.758418e+08 s^-1
rate ratio dropped/no cavity: 0.70883
harmonic TST rate, surface x=0: 1.116666e+09 s^-1
harmonic TST rate, tilted: 1.105134e+09 s^-1
g at the saddle: 245.38 cm^-1
unstable frequency Lambda: 971.38 cm^-1
Lambda/omega_b: 0.989674
sampled transmission coefficient: 0.989642
its standard error: 0.000098
omega_c/omega_0=0.25: Lambda/omega_b=0.972009
omega_c/omega_0=0.50: Lambda/omega_b=0.979244
omega_c/omega_0=0.75: Lambda/omega_b=0.985416
omega_c/omega_0=1.00: Lambda/omega_b=0.989673
omega_c/omega_0=1.50: Lambda/omega_b=0.994354
omega_c/omega_0=2.00: Lambda/omega_b=0.996543
omega_c/omega_0=4.00: Lambda/omega_b=0.999054
electronic model, reactant: excitations (hartree) 0.30, 0.45
  transition dipoles (a.u.): 0.80, 0.30
  variance: 0.730 a.u.; polarizability: 4.667 a.u.
electronic model, barrier: excitations (hartree) 0.15, 0.40
  transition dipoles (a.u.): 1.20, 0.30
  variance: 1.530 a.u.; polarizability: 19.650 a.u.
electronic barrier change, diagonalized: 2.5701 kJ/mol
electronic barrier change, order lambda^2: 2.5788 kJ/mol
```
